# Singlet–Triplet Crossing Rates from Prompt and Delayed Fluorescence: verification in Python

```python
"""
Delayed fluorescence: two-state singlet-triplet kinetics and its inversion.

Result under test: after a pulse that makes only singlets,
    S' = -k_S S + k_R T,   T' = k_I S - k_T T,
    k_S = k_r + k_nS + k_I,   k_T = k_R + k_nT,
fluorescence is biexponential (rates k_p > k_d, yields Phi_p, Phi_d), and these
four data fix k_r, k_S, k_T and P = k_I*k_R, but k_I and k_R only within bounds.
Closure A sets k_nT = 0, closure B sets k_nS = 0; each gives one end of the bounds.
k_r: fluorescence, k_nS: other singlet loss, k_I: singlet-to-triplet crossing,
k_R: triplet-to-singlet crossing, k_nT: all triplet loss to the ground state.
All rates are in 1/us and all times in us unless a label says otherwise.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.linalg import expm


def rate_matrix(k_r, k_nS, k_I, k_R, k_nT):
    return np.array([[-(k_r + k_nS + k_I), k_R], [k_I, -(k_R + k_nT)]])


def numerical_data(rates):
    """Decay rates and yields by diagonalizing the rate matrix."""
    values, vectors = np.linalg.eig(rate_matrix(*rates))
    weights = np.linalg.solve(vectors, np.array([1.0, 0.0]))
    amplitudes = vectors[0] * weights
    order = np.argsort(values)          # most negative eigenvalue first: prompt
    k = -values[order]
    phi = rates[0] * amplitudes[order] / k
    return k[0], k[1], phi[0], phi[1]


def closed_form(rates):
    """Derived decay rates and singlet amplitudes."""
    k_r, k_nS, k_I, k_R, k_nT = rates
    k_S, k_T = k_r + k_nS + k_I, k_R + k_nT
    root = np.sqrt(((k_S - k_T) / 2) ** 2 + k_I * k_R)
    k_p, k_d = (k_S + k_T) / 2 + root, (k_S + k_T) / 2 - root
    return k_p, k_d, (k_S - k_d) / (k_p - k_d), (k_p - k_S) / (k_p - k_d)


def invert(k_p, k_d, phi_p, phi_d):
    """Derived exact inversion: k_r, k_S, k_T and P = k_I*k_R."""
    k_r = phi_p * k_p + phi_d * k_d
    k_S = (phi_p * k_p**2 + phi_d * k_d**2) / k_r
    k_T = (phi_p + phi_d) * k_p * k_d / k_r
    product = phi_p * phi_d * k_p * k_d * (k_p - k_d) ** 2 / k_r**2
    return k_r, k_S, k_T, product


def closures(data):
    """(k_I, k_R) under closure A and under closure B."""
    k_r, k_S, k_T, product = invert(*data)
    return (product / k_T, k_T), (k_S - k_r, product / (k_S - k_r))


def short_formulas(k_p, k_d, phi_p, phi_d):
    """Usual approximate (k_I, k_R) under closure A and closure B."""
    phi = phi_p + phi_d
    k_I_B = k_p * (1 - phi_p)
    return ((k_p * phi_d / phi, k_d * phi / phi_p),
            (k_I_B, k_p * k_d * phi_d / (phi_p * k_I_B)))


def close(a, b, tolerance=1e-7):
    return np.allclose(a, b, rtol=tolerance, atol=0)


slow = (20.0, 4.0, 36.0, 0.5, 0.05)
fast = (20.0, 4.0, 36.0, 10.0, 0.05)

# Populations and emitted photons from direct integration of the rate equations.
for rates in (slow, fast):
    matrix = rate_matrix(*rates)
    k_p, k_d, A_p, A_d = closed_form(rates)

    def derivative(t, y):
        return [matrix[0, 0] * y[0] + matrix[0, 1] * y[1],
                matrix[1, 0] * y[0] + matrix[1, 1] * y[1], rates[0] * y[0]]

    for time in (0.01, 0.05, 0.3, 1.0):
        S, T, photons = solve_ivp(derivative, (0, time), [1.0, 0.0, 0.0],
                                  method="DOP853", rtol=1e-11, atol=1e-14).y[:, -1]
        fall_p, fall_d = np.exp(-k_p * time), np.exp(-k_d * time)
        assert close(S, A_p * fall_p + A_d * fall_d, 1e-6)
        assert close(T, rates[2] * (fall_d - fall_p) / (k_p - k_d), 1e-6)
        emitted = rates[0] * (A_p * (1 - fall_p) / k_p + A_d * (1 - fall_d) / k_d)
        assert close(photons, emitted, 1e-6)
    # After 25 delayed lifetimes the photon count is the total yield.
    photons = solve_ivp(derivative, (0, 25 / k_d), [1.0, 0.0, 0.0],
                        method="DOP853", rtol=1e-10, atol=1e-13).y[2, -1]
    assert close(photons, rates[0] * (rates[3] + rates[4]) / (k_p * k_d), 1e-6)

# Inversion, bounds and error factors on random schemes with both losses present.
rng = np.random.default_rng(7)
for _ in range(300):
    rates = tuple(rng.uniform([5, 0.1, 5, 0.05, 0.01], [50, 20, 60, 20, 1]))
    k_r, k_nS, k_I, k_R, k_nT = rates
    k_S, k_T, product = k_r + k_nS + k_I, k_R + k_nT, k_I * k_R
    data = numerical_data(rates)
    k_p, k_d, phi_p, phi_d = data
    phi = phi_p + phi_d
    assert close(invert(*data), (k_r, k_S, k_T, product))
    (I_A, R_A), (I_B, R_B) = closures(data)
    assert I_A < k_I < I_B and R_B < k_R < R_A
    eps, delta = phi_d * k_d / (phi_p * k_p), k_d / k_p
    (sI_A, sR_A), (sI_B, sR_B) = short_formulas(*data)
    assert close(sR_A / k_T, 1 + eps)
    assert close(sI_A / (product / k_T), (1 + eps) / (1 - delta) ** 2)
    assert close(sI_B - (k_S - k_r), k_p - k_S + phi_d * k_d, 1e-6)
    width = 1 + (1 - phi) * phi_p / phi_d * (1 + eps) ** 2 / (1 - delta) ** 2
    assert close(k_T * (k_S - k_r) / product, width)
    # Each closure must recover the crossing rates when its assumption is true.
    assert close(closures(numerical_data((k_r, k_nS, k_I, k_R, 0.0)))[0], (k_I, k_R))
    assert close(closures(numerical_data((k_r, 0.0, k_I, k_R, k_nT)))[1], (k_I, k_R))
    # With no loss at all the yield is one and the two closures agree.
    lossless = numerical_data((k_r, 0.0, k_I, k_R, 0.0))
    assert close(lossless[2] + lossless[3], 1.0)
    assert close(closures(lossless)[0], closures(lossless)[1])

# Different crossing rates, same fluorescence, different triplet population.
k_r, k_S, k_T, product = invert(*numerical_data(slow))
triplet_peaks = []
times = np.linspace(0, 12, 1201)
reference = np.array([expm(rate_matrix(*slow) * t)[0, 0] for t in times])
largest_difference = 0.0
for k_I in np.linspace(product / k_T, k_S - k_r, 3):
    k_R = product / k_I
    twin = rate_matrix(k_r, k_S - k_r - k_I, k_I, k_R, k_T - k_R)
    columns = np.array([expm(twin * t)[:, 0] for t in times])
    largest_difference = max(largest_difference,
                             np.max(np.abs(columns[:, 0] - reference)))
    triplet_peaks.append(columns[:, 1].max())
assert largest_difference < 1e-10
assert triplet_peaks[-1] > 1.1 * triplet_peaks[0]

# Worked example: lifetimes and yields rounded as a data sheet would give them.
print("Model rates k_r, k_nS, k_I, k_R, k_nT (1/us):", *slow)
k_p, k_d, A_p, A_d = closed_form(slow)
print(f"Exact k_p = {k_p:.4f} 1/us, k_d = {k_d:.5f} 1/us")
print(f"Amplitudes A_p = {A_p:.5f}, A_d = {A_d:.5f}")
k_S_true, k_T_true = sum(slow[:3]), sum(slow[3:])
k_d_estimate = k_T_true - slow[2] * slow[3] / k_S_true
assert close(k_d_estimate, k_d, 0.01)
print(f"k_S = {k_S_true:.2f} 1/us, k_T = {k_T_true:.2f} 1/us")
print(f"Estimate k_T - P/k_S = {k_d_estimate:.4f} 1/us")
print(f"1/k_R = {1 / slow[3]:.3f} us")
raw = numerical_data(slow)
tau_p_ns, tau_d = round(1000 / raw[0], 2), round(1 / raw[1], 3)
phi_p, phi_d = round(raw[2], 4), round(raw[3], 4)
print(f"Data: tau_p = {tau_p_ns:.2f} ns, tau_d = {tau_d:.3f} us")
print(f"Data: Phi_p = {phi_p:.4f}, Phi_d = {phi_d:.4f}, sum = {phi_p + phi_d:.4f}")
data = (1000 / tau_p_ns, 1 / tau_d, phi_p, phi_d)
print(f"From data: k_p = {data[0]:.3f} 1/us, k_d = {data[1]:.5f} 1/us")
k_r, k_S, k_T, product = invert(*data)
assert close((k_r, k_S, k_T, product),
             (slow[0], k_S_true, k_T_true, slow[2] * slow[3]), 2e-3)
print(f"Inverted: k_r = {k_r:.3f}, k_S = {k_S:.3f}, k_T = {k_T:.4f} 1/us")
print(f"Inverted: P = k_I*k_R = {product:.3f} 1/us^2")
eps, delta = phi_d * data[1] / (phi_p * data[0]), data[1] / data[0]
print(f"Small ratios: eps = {eps:.5f}, delta = {delta:.5f}")
exact, short = closures(data), short_formulas(*data)
for name, full, brief in zip("AB", exact, short):
    print(f"Closure {name} exact: k_I = {full[0]:.2f}, k_R = {full[1]:.4f} 1/us")
    print(f"Closure {name} in 1/s: k_I = {full[0] * 1e6:.3e}, k_R = {full[1] * 1e6:.3e}")
    print(f"Closure {name} short: k_I = {brief[0]:.2f}, k_R = {brief[1]:.4f} 1/us")
print(f"Upper/lower bound ratio = {exact[1][0] / exact[0][0]:.4f}")
print(f"Mixed closures: k_I(B)*k_R(A) = {exact[1][0] * exact[0][1]:.3f} 1/us^2")
print(f"Equal-trace test: largest difference in S = {largest_difference:.1e}")
print("Peak triplet population, lowest/middle/highest k_I:",
      *[f"{peak:.4f}" for peak in triplet_peaks])

# Fast return crossing: the short formulas lose accuracy.
print("Fast case, same rates except k_R (1/us):", fast[3])
data = numerical_data(fast)
print(f"Fast: tau_p = {1000 / data[0]:.2f} ns, tau_d = {1000 / data[1]:.1f} ns")
print(f"Fast: Phi_p = {data[2]:.4f}, Phi_d = {data[3]:.4f}")
eps, delta = data[3] * data[1] / (data[2] * data[0]), data[1] / data[0]
print(f"Fast: eps = {eps:.4f}, delta = {delta:.4f}")
for name, full, brief in zip("AB", closures(data), short_formulas(*data)):
    print(f"Fast {name} exact: k_I = {full[0]:.2f}, k_R = {full[1]:.3f} 1/us")
    print(f"Fast {name} short: k_I = {brief[0]:.2f}, k_R = {brief[1]:.3f} 1/us")
    print(f"Fast {name} short/exact: k_I {brief[0] / full[0]:.3f},"
          f" k_R {brief[1] / full[1]:.3f}")

print("finished without a failed check")
```

Printed output:

```
Model rates k_r, k_nS, k_I, k_R, k_nT (1/us): 20.0 4.0 36.0 0.5 0.05
Exact k_p = 60.3012 1/us, k_d = 0.24875 1/us
Amplitudes A_p = 0.99498, A_d = 0.00502
k_S = 60.00 1/us, k_T = 0.55 1/us
Estimate k_T - P/k_S = 0.2500 1/us
1/k_R = 2.000 us
Data: tau_p = 16.58 ns, tau_d = 4.020 us
Data: Phi_p = 0.3300, Phi_d = 0.4033, sum = 0.7333
From data: k_p = 60.314 1/us, k_d = 0.24876 1/us
Inverted: k_r = 20.004, k_S = 60.012, k_T = 0.5500 1/us
Inverted: P = k_I*k_R = 18.003 1/us^2
Small ratios: eps = 0.00504, delta = 0.00412
Closure A exact: k_I = 32.73, k_R = 0.5500 1/us
Closure A in 1/s: k_I = 3.273e+07, k_R = 5.500e+05
Closure A short: k_I = 33.17, k_R = 0.5528 1/us
Closure B exact: k_I = 40.01, k_R = 0.4500 1/us
Closure B in 1/s: k_I = 4.001e+07, k_R = 4.500e+05
Closure B short: k_I = 40.41, k_R = 0.4537 1/us
Upper/lower bound ratio = 1.2223
Mixed closures: k_I(B)*k_R(A) = 22.004 1/us^2
Equal-trace test: largest difference in S = 2.4e-17
Peak triplet population, lowest/middle/highest k_I: 0.5305 0.5895 0.6484
Fast case, same rates except k_R (1/us): 10.0
Fast: tau_p = 15.06 ns, tau_d = 273.2 ns
Fast: Phi_p = 0.2706, Phi_d = 0.5566
Fast: eps = 0.1134, delta = 0.0551
Fast A exact: k_I = 35.82, k_R = 10.050 1/us
Fast A short: k_I = 44.67, k_R = 11.190 1/us
Fast A short/exact: k_I 1.247, k_R 1.113
Fast B exact: k_I = 40.00, k_R = 9.000 1/us
Fast B short: k_I = 48.43, k_R = 10.323 1/us
Fast B short/exact: k_I 1.211, k_R 1.147
finished without a failed check
```
